\section*{Diamond growth from methyl and atomic hydrogen: rate law and limits}

\section{What dimensions fix}

A diamond surface held at temperature $T$ faces a gas containing atomic hydrogen, methyl radicals and molecular hydrogen. Their number densities at the surface are $H$, $C$ and $N$, in cm$^{-3}$. Let $R$ be the number of carbon atoms added per surface site and second. Carbon arrives by methyl addition with coefficient $k_3$, in cm$^3$/s, so $k_3C$ is a rate and
\begin{equation}
R=k_3C\,\Phi ,
\end{equation}
where $\Phi$ is dimensionless. It can depend on $H$ only through ratios.

Suppose first that every surface process is a collision with H or CH$_3$. The coefficients then all have the unit cm$^3$/s, and no density can be formed from them. The one ratio containing $H$ is $C/H$. If $\Phi$ has a finite, nonzero limit as $C/H\to0$, the growth rate in that limit does not depend on $H$.

Thermal loss of methyl changes this. Its coefficient $k_4$ has the unit 1/s, and with the coefficient $k_5$ for hydrogen-driven incorporation it forms a density,
\begin{equation}
c=\frac{k_4}{k_5}.
\end{equation}
Now $\Phi$ may depend on $H/c$. The law to be examined is
\begin{equation}
R_0=f k_3C\,\frac{H}{H+c},
\label{simple}
\end{equation}
with $f$ a pure number. Dimensions permit this form but do not select it, and they permit a further density proportional to $N$. The balances below show when (\ref{simple}) holds.

\section{The surface model}

Each site is H-terminated, a bare radical, or covered by methyl, with fractions $\theta_H$, $\theta_R$ and $\theta_M$. The processes are:
\begin{itemize}
\item H abstracts surface hydrogen, leaving a radical and H$_2$ ($k_1$);
\item H recombines with a radical ($k_2$);
\item H$_2$ reacts with a radical, giving an H-terminated site and H ($k_r$);
\item CH$_3$ adds to a radical ($k_3$);
\item methyl leaves thermally, restoring the radical ($k_4$);
\item H drives adsorbed methyl into the lattice ($k_5$).
\end{itemize}
After incorporation the renewed site is a radical with probability $p$ and H-terminated with probability $1-p$. Sites are equivalent and independent, and each incorporation adds one carbon atom and restores one site. Etching, nucleation and other carbon species are left out. The removal of the remaining methyl hydrogen is lumped into incorporation.

\section{Steady balances}

Methyl-covered sites form at the rate $k_3C\theta_R$ and disappear by thermal loss or incorporation:
\begin{equation}
k_3C\theta_R=(k_4+k_5H)\theta_M .
\end{equation}
Since $k_4+k_5H=k_5(H+c)$,
\begin{equation}
\theta_M=\frac{k_3C}{k_5(H+c)}\,\theta_R .
\label{thetaM}
\end{equation}
An adsorbed methyl is incorporated before it leaves with probability
\begin{equation}
\frac{k_5H}{k_4+k_5H}=\frac{H}{H+c}.
\end{equation}
The factor in (\ref{simple}) is thus the outcome of a competition between two exits from one state.

H-terminated sites are lost by abstraction and gained in three ways:
\begin{equation}
k_1H\theta_H=(k_2H+k_rN)\theta_R+(1-p)k_5H\theta_M .
\label{Hbalance}
\end{equation}
Divide by $k_1H$, insert (\ref{thetaM}), and use $\theta_H+\theta_R+\theta_M=1$:
\begin{equation}
\theta_R\left\{1+\frac{k_2H+k_rN}{k_1H}
+\frac{k_3C}{k_5(H+c)}\left[1+(1-p)\frac{k_5}{k_1}\right]\right\}=1 .
\end{equation}
Multiplication by $k_1H$ gives
\begin{equation}
\theta_R\left\{(k_1+k_2)H+k_rN
+\frac{k_3CH}{k_5(H+c)}\,[k_1+(1-p)k_5]\right\}=k_1H .
\end{equation}
Divide by $k_1+k_2$ and define
\begin{align}
f&=\frac{k_1}{k_1+k_2}, & h&=\frac{k_rN}{k_1+k_2},\\
b&=\frac{k_3}{k_5}\,\frac{k_1+(1-p)k_5}{k_1+k_2}. &&
\end{align}
Then
\begin{equation}
\theta_R\left[H+h+\frac{bCH}{H+c}\right]=fH ,
\end{equation}
and, after multiplying through by $H+c$,
\begin{equation}
\theta_R=\frac{fH(H+c)}{(H+c)(H+h)+bCH}.
\end{equation}
The growth rate is $R=k_5H\theta_M=k_3CH\theta_R/(H+c)$. The factor $H+c$ cancels:
\begin{equation}
\boxed{R=\frac{f k_3C H^2}{(H+c)(H+h)+bCH}} .
\label{full}
\end{equation}
This is the exact steady rate of the stated model. A numerical solution of the three balances for 300 random sets, with coefficients and densities between 0.1 and 10 in common units and $p$ between 0 and 1, agreed with (\ref{full}) to a relative deviation of $4\times10^{-15}$.

\section{When the simple law holds}

Dividing (\ref{simple}) by (\ref{full}) gives
\begin{equation}
\frac{R_0}{R}=\frac{(H+c)(H+h)+bCH}{H(H+c)}
=1+\frac hH+\frac{bC}{H+c}.
\label{excess}
\end{equation}
The simple law therefore overestimates the model's rate, by a fraction $h/H+bC/(H+c)$ of the full rate. It needs two conditions:
\begin{equation}
H\gg h,\qquad bC\ll H+c .
\end{equation}
The first means $k_rN\ll(k_1+k_2)H$: the H$_2$ reaction is slow compared with abstraction and recombination by H taken together. It then hardly changes the radical fraction, which is set by two rates of first order in $H$ and so does not contain $H$. The second says that methyl and its incorporation barely disturb this balance. Together they give $\theta_R\simeq f$.

\subsection*{Dependence on hydrogen}

Neglect $bC$ and hold $T$, $C$ and $N$ fixed. Then $R\propto H^2/[(H+c)(H+h)]$, and
\begin{align}
\frac{d\ln R}{d\ln H}&=2-\frac{H}{H+c}-\frac{H}{H+h}\nonumber\\
&=\frac{c}{H+c}+\frac{h}{H+h}.
\label{order}
\end{align}
For $H\ll h,c$ the order is two: one factor of $H$ makes radicals against their removal by H$_2$, the other drives incorporation against thermal loss. If $h\ll c$, there is a range $h\ll H\ll c$ with order near one. For $H\gg h,c$ the order tends to zero, because the radical fraction has reached the constant $f$ and nearly every adsorbed methyl is incorporated.

With $k_4=k_r=0$, (\ref{full}) becomes $R=fk_3CH/(H+bC)$. For $bC\ll H$ it is independent of $H$, as the dimensional argument required.

\subsection*{Dependence on methyl}

At fixed $H$, growth is linear in $C$ only while $bC\ll(H+c)(H+h)/H$. At very large $C$,
\begin{equation}
R\to\frac{fk_3H}{b}=\frac{k_1k_5H}{k_1+(1-p)k_5},
\end{equation}
or, inverted,
\begin{equation}
\frac1R\to\frac1{k_5H}+\frac{1-p}{k_1H}.
\end{equation}
The first term is the mean time to incorporate a methyl. The second is the mean time to reopen an H-terminated site, weighted by the chance that one was left. Refilling a radical takes no time in this limit, so thermal loss drops out.

\subsection*{Dependence on pressure}

Let the total pressure rise at fixed composition and temperature, so that $H$, $C$ and $N$ grow together. The ratio $h/H=k_rN/[(k_1+k_2)H]$ stays constant, so the H$_2$ correction is not removed by pressure. With $bC$ negligible, $R\propto CH/(H+c)$, whose order in pressure is $1+c/(H+c)$. It falls from two to one as $H$ passes $c$.

\section{From site rate to growth velocity}

The cubic cell of diamond, with edge $a$, holds eight atoms, and a (100) atomic layer has two atoms per area $a^2$. If every surface atom is a growth site, $n_s=2/a^2$ and $n_C=8/a^3$, so
\begin{equation}
G=R\,\frac{n_s}{n_C}=\frac{Ra}{4}.
\end{equation}
The length $a/4$ is the spacing of (100) layers.

\section{Worked example}

The parameters are round values in the rough regime of low-pressure diamond deposition, not fitted data. The surface is at 1200 K, where $k_BT=0.1034$ eV. The partial pressures at the surface are 0.1 Torr of H, 0.002 Torr of CH$_3$ and 20 Torr of H$_2$. The ideal gas law at 1200 K gives
\begin{align}
H&=8.05\times10^{14}, & C&=1.61\times10^{13},\nonumber\\
N&=1.61\times10^{17} & &\text{(cm}^{-3}).
\end{align}
The coefficients, in cm$^3$/s, are $k_1=k_3=5\times10^{-12}$, $k_2=3\times10^{-11}$, $k_r=10^{-14}$ and $k_5=3\times10^{-12}$, with $p=0$. Thermal loss is given an assumed attempt rate of $10^{13}$ s$^{-1}$ and an assumed barrier of 2.1 eV, well below the energy of an ordinary C--C bond. Together they set $k_4$:
\begin{equation}
k_4=10^{13}\,e^{-2.1/0.1034}\ \text{s}^{-1}\simeq1.5\times10^4\ \text{s}^{-1}.
\end{equation}
Hence
\begin{align}
c&=\frac{1.515\times10^4}{3\times10^{-12}}=5.05\times10^{15}\ \text{cm}^{-3},\\
h&=\frac{10^{-14}\times1.609\times10^{17}}{3.5\times10^{-11}}
=4.60\times10^{13}\ \text{cm}^{-3},\\
f&=\frac5{35}=0.143,\qquad b=\frac53\cdot\frac8{35}=0.381 .
\end{align}
As pressures, $c$ is 0.63 Torr and $h$ is 0.0057 Torr. An adsorbed methyl is incorporated with probability $H/(H+c)=0.1375$; the other 86\% leave. The simple law gives
\begin{align}
R_0&=0.1429\times(5\times10^{-12})(1.609\times10^{13})\times0.1375\nonumber\\
&=1.58\ \text{s}^{-1}.
\end{align}
The overestimate is $h/H=5.7\%$ from H$_2$ plus $bC/(H+c)=0.1\%$ from methyl, so $R=1.58/1.058=1.49$ s$^{-1}$. With $a=0.357$ nm,
\begin{equation}
G=1.493\times0.08925\ \text{nm/s}=0.133\ \text{nm/s}=0.48\ \mu\text{m/h}.
\end{equation}

The surface is 86\% H-terminated and 13.5\% radical, with a methyl fraction of $6\times10^{-4}$. Methyl would have to reach 1.9 Torr, about a thousand times the chosen value, before $bC=H+c$.

The steady state is reached quickly. The slowest relaxation time is 0.057 ms, close to $1/(k_4+k_5H)$, the mean life of an adsorbed methyl, while one carbon atom is added per site every 0.67 s.

The next values hold $T$, $C$ and $N$ fixed and vary only the H pressure.
\begin{center}
\begin{tabular}{cccc}
H (Torr) & simple ($\mu$m/h) & full ($\mu$m/h) & order in $H$\\
0.001 & 0.0059 & 0.0009 & 1.85\\
0.01 & 0.058 & 0.037 & 1.35\\
0.1 & 0.508 & 0.480 & 0.92\\
1 & 2.27 & 2.26 & 0.39
\end{tabular}
\end{center}
At 0.001 Torr, $H$ lies below $h$ and the simple law is too large by a factor of nearly seven. Raising H from 0.1 to 1 Torr multiplies the full rate by 4.7. With $k_4$ and $k_r$ set to zero, the same change multiplies it by 1.007. With only $k_r$ set to zero the factor is 4.5, and with only $k_4$ set to zero it is 1.06. Between 0.1 and 1 Torr the dependence on hydrogen thus comes almost wholly from thermal loss; the H$_2$ reaction matters at lower $H$.

\section{Effects outside the simple law}

\subsection*{Temperature}

The density $c$ is constant only at fixed temperature. If the temperature is changed in $k_4$ alone, with all densities and other coefficients held fixed, $G$ is 0.97 $\mu$m/h at 1150 K and 0.23 $\mu$m/h at 1250 K. These values show the sensitivity to methyl loss for the assumed barrier and attempt rate. They do not predict growth against temperature, since the other coefficients also vary.

Thermal desorption of surface hydrogen, with an assumed barrier of 4.1 eV and the same attempt rate, has a rate of $6\times10^{-5}$ s$^{-1}$. Abstraction has $k_1H=4\times10^3$ s$^{-1}$, so desorption is negligible as a source of radicals here. The round values are not thermodynamically consistent: detailed balance of $k_1$, $k_r$ and $k_2$ with the gas equilibrium between H$_2$ and 2H at 1200 K would require a desorption rate near $3.5\times10^{-3}$ s$^{-1}$, which is still negligible.

\subsection*{Slow ring closure}

Incorporation was treated as one step. Suppose instead that H first activates the adsorbate at the rate $k_5H$. The activated state, with fraction $\theta_A$, either closes into the lattice at a rate $k_i$ or returns to adsorbed methyl at the rate $q=k_2H+k_rN$. Its balance is $k_5H\theta_M=(q+k_i)\theta_A$, so
\begin{equation}
R=k_i\theta_A=k_5'H\theta_M,\qquad k_5'=k_5\frac{k_i}{k_i+q}.
\end{equation}
The methyl balance gains the return flow $q\theta_A$:
\begin{align}
k_3C\theta_R&=\left[k_4+k_5H-\frac{q\,k_5H}{q+k_i}\right]\theta_M\nonumber\\
&=(k_4+k_5'H)\theta_M .
\end{align}
At low coverage by adsorbates, $k_5$ is therefore replaced by $k_5'$, and $c$ by $c(1+q/k_i)$. This depends on $H$: when $k_rN$ is negligible, the incorporation probability saturates at $1/(1+ck_2/k_i)$ instead of one. With an assumed closure barrier of 1.2 eV and an attempt rate of $10^{13}$ s$^{-1}$, $k_i=9\times10^7$ s$^{-1}$, and the growth rate falls by only 0.02\%.

\subsection*{Depletion of the gas}

Atomic hydrogen is consumed by abstraction, recombination and incorporation, and is returned by the H$_2$ reaction. If each incorporation is counted as using one H, the net loss per site is
\begin{equation}
L=k_1H\theta_H+k_2H\theta_R-k_rN\theta_R+k_5H\theta_M .
\end{equation}
Replacing $k_1H\theta_H$ by (\ref{Hbalance}) cancels the terms in $k_rN$:
\begin{equation}
L=2k_2H\theta_R+(2-p)k_5H\theta_M .
\end{equation}
The uptake velocity is $w_H=n_sL/H=1.27\times10^4$ cm/s. Divided by one quarter of the mean thermal speed, it gives a loss probability of 0.10 per collision. For methyl, $w_C=n_sR/C=146$ cm/s.

Let a stagnant film of thickness $d$, at the surface temperature and without gas reactions, separate the surface from the outer gas. Diffusion must supply the uptake of a species with surface density $X_s$ and outer density $X_o$:
\begin{equation}
D\,\frac{X_o-X_s}{d}=wX_s
\quad\Rightarrow\quad
\frac{X_o}{X_s}=1+\frac{wd}{D}.
\end{equation}
For $d=1$ cm and assumed diffusion coefficients of 600 cm$^2$/s for H and 150 cm$^2$/s for CH$_3$, the ratios are 22 and 2.0. The outer gas must then hold 2.2 Torr of H to maintain 0.1 Torr at the surface. The diffusion coefficients are rough. Kinetic-theory estimates for H and CH$_3$ in H$_2$ at 20 Torr and 1200 K are larger, about 840 and 280 cm$^2$/s; they lower the ratios to 16 and 1.5 and the outer H pressure to 1.6 Torr.

\section{Comparison with real reactors}

A surface near 1200 K, tens of Torr of mostly hydrogen and growth of roughly a micrometre per hour are ordinary conditions for low-pressure diamond deposition. The implied outer hydrogen, about a tenth of the H$_2$ pressure, demands strong activation of the gas: over 20 Torr of H$_2$, thermal equilibrium gives this much H only near 2400 K. The rate law needs the densities at the surface, and using those of the outer gas instead can cause a large error. If the outer values of this example, 2.2 Torr of H and 0.0039 Torr of CH$_3$, are put into (\ref{simple}), the factor $H/(H+c)$ becomes 0.78 and the predicted growth is 5.7 $\mu$m/h, twelve times the model's 0.48 $\mu$m/h. The outer H alone accounts for a factor of six. The methyl part should not be carried over to a reactor: at these conditions CH$_3$ + H$_2\to$ CH$_4$ + H proceeds at roughly $10^4$ s$^{-1}$, far faster than diffusion across the film ($D/d^2=150$ s$^{-1}$). Methyl near the surface is then set by gas chemistry within about a millimetre, not by the reaction-free ratio of 2.0. If only a fraction of the surface atoms serve as growth sites, $G$ is multiplied by that fraction when the surface densities are held fixed.

Within this model, which leaves out etching, and with temperature, surface methyl and H$_2$ held fixed, more atomic hydrogen therefore raises growth appreciably until $H$ at the surface is large compared with each of $c$, $h$ and $bC$. In the worked example $c$ is the largest of the three, which follows from the assumed $k_4$. With $k_4$ a hundred times smaller, the order in H at 0.1 Torr would be only about 0.1. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature 1200 K, kT = 0.1034 eV
Pressures: H 0.1 Torr, CH3 0.002 Torr, H2 20.0 Torr
H density 8.047e+14 cm^-3
CH3 density 1.609e+13 cm^-3
H2 density 1.609e+17 cm^-3
k1 = 5.0e-12, k2 = 3.0e-11 cm^3/s
kr = 1.0e-14, k3 = 5.0e-12 cm^3/s
k5 = 3.0e-12 cm^3/s, p = 0
Attempt rate 1e+13 1/s, loss barrier 2.1 eV
k4 = 1.515e+04 1/s
f = 0.1429, b = 0.3810
c = 5.050e+15 cm^-3 = 0.628 Torr
h = 4.598e+13 cm^-3 = 0.00571 Torr
Incorporation probability H/(H+c) = 0.1375
Site fractions: H 0.8644, radical 0.1350
Methyl site fraction 6.185e-04
Rate per site: simple 1.5801 1/s, full 1.4932 1/s
Lattice constant 0.357 nm, layer step 0.08925 nm
Site density 1.569e+15 cm^-2, atom density 1.758e+23 cm^-3
Growth: simple 0.5077 um/h, full 0.4798 um/h
Overestimate R0/R-1 = 5.819 %
  H2 reaction h/H = 5.714 %
  methyl blocking bC/(H+c) = 0.105 %
CH3 pressure where bC = H+c: 1.910 Torr
Order in H at the example: 0.9167
Slowest surface relaxation 0.0572 ms
Carbon added in 1 s from H-terminated: 1.4931
Rate ratio for 10 times more H: 4.701
  same without k4 and kr: 1.0069
Scan: H (Torr), simple (um/h), full (um/h), order in H
  0.001  0.00588  0.00088  1.849
  0.010  0.05794  0.03684  1.348
  0.100  0.50770  0.47978  0.917
  1.000  2.26947  2.25553  0.392
Shift of T in k4 only: T (K), c (cm^-3), full growth (um/h)
  1150  2.088e+15  0.9699
  1250  1.138e+16  0.2307
H desorption, 4.1 eV: 6.04e-05 1/s; k1 H = 4.024e+03 1/s
Ring closure, 1.2 eV: 9.125e+07 1/s
  change of growth rate -0.0243 %
H uptake velocity 1.272e+04 cm/s, loss probability 0.1013
CH3 uptake velocity 145.60 cm/s
Film 1.0 cm, D(H) 600, D(CH3) 150 cm^2/s
Outer/surface density: H 22.19, CH3 1.971
Outer H pressure needed 2.219 Torr
Largest random-test deviation 3.6e-15
\end{verbatim}
